Spin densities leave two constants free in the spin potentials

**Two electrons in one level**

Put two non-interacting electrons in a potential v(r) that is the same for both spins. Let its two lowest orbital energies be ε₁ < ε₂. In the ground state one spin-up and one spin-down electron occupy the orbital φ₁, so

n_up(r) = n_dn(r) = |φ₁(r)|².

Now add a constant c_up to the potential of the up electron and a different constant c_dn to that of the down electron. A constant does not change an orbital, so the state with both electrons in φ₁ keeps its densities. Its energy becomes

E(up, down) = 2ε₁ + c_up + c_dn.

The competitors are the lowest states with two parallel spins, which must use both orbitals:

E(up, up) = ε₁ + ε₂ + 2c_up,
E(down, down) = ε₁ + ε₂ + 2c_dn.

The original state is below the first if c_up − c_dn > −(ε₂ − ε₁), and below the second if c_up − c_dn < ε₂ − ε₁. Both hold when

|c_up − c_dn| < ε₂ − ε₁.

Within this range the ground state and both spin densities are the same as before, although the two potentials have moved by different amounts. The belief that the spin densities determine both spin potentials up to one common constant is therefore false. The difference c_up − c_dn is a uniform magnetic field acting on the spins. It lowers one electron and raises the other by the same amount, and it can change the state only by turning a spin over, which costs ε₂ − ε₁.

This case has no interaction and no magnetization. The next one has both.

**A magnetized, interacting counter-example**

Take three electrons on an open chain of four sites. An electron hops between neighbouring sites with amplitude −t, where t = 1 eV, and two electrons on the same site repel with energy U = 4 eV. The site potentials, in eV, are

v_up = (−0.2, 0.3, −0.4, 0.2),
v_dn = (0.3, 0.4, 0.0, 0.4).

They are collinear: they act on the numbers of up and down electrons at each site and never turn a spin. The Hamiltonian H therefore commutes with

S_z = (N_up − N_dn)/2,

measured in units of ħ. Three electrons in eight spin orbitals have 56 states. Numerical diagonalization of H in this whole space gives a non-degenerate ground state with N_up = 2 and N_dn = 1, hence S_z = 1/2, and with the site densities

n_up = (0.758, 0.296, 0.470, 0.475),
n_dn = (0.071, 0.359, 0.372, 0.198).

Diagonalizing H separately for each value of S_z gives the lowest energy of each sector:

S_z = +3/2: −1.715 eV
S_z = +1/2: −2.479 eV
S_z = −1/2: −2.103 eV
S_z = −3/2: −0.773 eV

Add c_up to v_up and c_dn to v_dn at every site. The Hamiltonian gains c_up N_up + c_dn N_dn. With N = N_up + N_dn, the definition of S_z gives N_up = N/2 + S_z and N_dn = N/2 − S_z, so that

c_up N_up + c_dn N_dn = [(c_up + c_dn)/2] N + Δ S_z, with Δ = c_up − c_dn.

The first term is the same number for all 56 states. The second shifts each sector rigidly by Δ S_z, without changing any eigenstate inside it. The only possible effect is a change in the order of the sectors.

Compare the ground state with each of the other three. It stays below the sector S_z = −1/2 if

−2.479 + Δ/2 < −2.103 − Δ/2, that is, Δ < 0.376 eV.

It stays below S_z = −3/2 if

−2.479 + Δ/2 < −0.773 − 3Δ/2, that is, Δ < 1.706/2 = 0.853 eV,

which is the weaker condition. It stays below S_z = +3/2 if

−2.479 + Δ/2 < −1.715 + 3Δ/2, that is, Δ > −0.764 eV.

The ground state is therefore unchanged for

−0.764 eV < Δ < 0.376 eV.

Two pairs of constants inside this window show what happens. For c_up = 0.3 eV and c_dn = 0.2 eV we have Δ = 0.1 eV. Diagonalization returns the same eight densities and an energy higher by 0.8 eV, which is 2 × 0.3 + 1 × 0.2. For c_up = −0.1 eV and c_dn = 0.1 eV we have Δ = −0.2 eV. The densities are again the same, and the energy changes by 2 × (−0.1) + 0.1 = −0.1 eV. The energy registers the constants; the densities do not.

Outside the window the densities change abruptly. With Δ placed 0.01 eV above the upper edge, the ground state has N_up = 1 and N_dn = 2. With Δ placed 0.01 eV below the lower edge, it has N_up = 3 and N_dn = 0.

For a field B that acts on spin alone, with g = 2, the energy is 2μ_B B S_z, where μ_B is the Bohr magneton. Then Δ = 2μ_B B, and the window runs from about −6600 T to 3250 T. The coupling of B to orbital motion is not part of this Hamiltonian.

**The general statement**

Consider N electrons at zero temperature with

H = T + W + Σ_σ ∫ v_σ(r) n_σ(r) dr,

where T is the kinetic energy, W the interaction, n_σ(r) the density operator for spin σ, and neither T nor W changes a spin. Assume that

(a) the ground state Ψ is non-degenerate;
(b) both spins are present, N_up ≥ 1 and N_dn ≥ 1;
(c) Ψ, taken with its first N_up electrons up and the rest down, does not vanish on any set of positions of positive measure.

Since H commutes with S_z, the state S_zΨ has the same energy as Ψ. By (a) it must be a multiple of Ψ, so Ψ has a definite S_z = M. Let E_M′ be the lowest energy in the sector S_z = M′. We take each E_M′ to be the energy of a bound state, as it is on a finite lattice or in a confining potential. Then, by (a), every E_M′ with M′ ≠ M lies above E_M; these differences are the spin gaps. If a sector has no bound state, its E_M′ is an ionization threshold, which can equal E_M without violating (a); that case is left out here.

The statement is this. A second pair of collinear potentials with a non-degenerate ground state has the same ground-state spin densities if and only if

v_up′ = v_up + c_up and v_dn′ = v_dn + c_dn,

with c_up − c_dn = Δ inside the window

−min over M′ > M of (E_M′ − E_M)/(M′ − M) < Δ < min over M′ < M of (E_M′ − E_M)/(M − M′).

The average of the two constants is unrestricted. Their difference is a second free constant, but within a finite range.

**Proof that the two constants are free**

The operator identity of the example holds for any N. It gives

H′ = H + [(c_up + c_dn)/2] N + Δ S_z.

Both added operators have definite values in Ψ, so Ψ is an eigenstate of H′. The lowest energy of sector M′ is now E_M′ + ΔM′, apart from the common constant. Thus Ψ remains the non-degenerate ground state if and only if, for every M′ ≠ M,

E_M + ΔM < E_M′ + ΔM′, or Δ(M′ − M) > −(E_M′ − E_M).

For M′ > M, division by the positive number M′ − M gives a lower limit on Δ. For M′ < M, division by a negative number reverses the inequality and gives an upper limit. The most restrictive limits are the edges stated above. A finite number of electrons has finitely many sectors, each with a positive gap, so zero lies strictly inside the window.

The width of the window is the least cost per unit of S_z for raising the spin plus that for lowering it. If both costs tend to zero as a system grows, the window shrinks to Δ = 0 and one constant remains.

**Proof that nothing else is free**

Let Ψ′ be the ground state of H′, with energy E′, and let it have the same spin densities as Ψ, whose energy is E. Using each state as a trial state for the other Hamiltonian gives

E ≤ ⟨Ψ′|H|Ψ′⟩ = E′ + Σ_σ ∫ (v_σ − v_σ′) n_σ dr,
E′ ≤ ⟨Ψ|H′|Ψ⟩ = E + Σ_σ ∫ (v_σ′ − v_σ) n_σ dr.

The integrals contain the same densities and cancel in the sum, which reads E + E′ ≤ E + E′. Both relations must therefore be equalities. The first then says that Ψ′ reaches the lowest energy of H, and by (a) it equals Ψ up to a phase.

So far the belief is right: the spin densities determine the ground state. Its error is in the next step, from the state to the potentials. Subtract HΨ = EΨ from H′Ψ = E′Ψ. The terms T and W cancel, and what remains acts by multiplication. With δv_σ = v_σ′ − v_σ and the first N_up electrons up,

[Σ_{i ≤ N_up} δv_up(r_i) + Σ_{j > N_up} δv_dn(r_j)] Ψ = (E′ − E) Ψ.

By (c) we may divide by Ψ at almost all positions:

Σ_{i ≤ N_up} δv_up(r_i) + Σ_{j > N_up} δv_dn(r_j) = E′ − E.

Hold all electrons fixed except one with spin up. The right side and all other terms stay the same while r₁ moves, so δv_up(r₁) is a constant, c_up. Moving one spin-down electron shows in the same way that δv_dn is a constant, c_dn. The equation then reduces to

N_up c_up + N_dn c_dn = E′ − E.

This is one equation for the energy difference, and it does not relate c_up to c_dn. They would have to be equal if an electron could be exchanged between the two groups, so that configurations with different N_up appeared in the same state. A state of definite S_z contains no such configurations. Since Ψ is the non-degenerate ground state of H′, the first part of the proof places Δ inside the window. ∎

**The same proof on the chain**

On a lattice, condition (c) reads: no configuration in the sector has zero amplitude. This is enough for the proof, though it is not always needed. For the open chain it can be shown to hold. Order the spin orbitals along the chain, first all up and then all down. A hop to a neighbouring site passes no other electron in this order, so no exchange sign arises, and each hop has matrix element −t. Replacing the real amplitudes a_C of a ground state of the sector by |a_C| leaves the site energies unchanged and cannot raise the hopping energy, so |a_C| is also a ground state. If one amplitude were zero, the eigenvalue equation for that configuration would read

−t Σ |a_C′| = 0,

summed over the configurations one hop away. All of those would vanish too, then their neighbours, and finally the whole state, because hops connect every configuration of the sector. So no amplitude is zero. In the example the smallest has magnitude 0.022.

Now compare two configurations that differ in the position of one up electron, at site i or at site j. Their equations give δv_up(i) = δv_up(j). This needs an empty site to move to, so on a lattice neither spin may fill all sites. With two up electrons and one down electron on four sites, both potentials are fixed up to their own constants. A non-uniform change is visible in the densities: adding (0.1, −0.1, 0.1, −0.1) eV to v_up changes the largest-affected site density by 0.077.

**Counting the free directions**

Linear response gives a way to count the freedom. Let w be a small change of the eight site potentials and V_w the corresponding operator. For real eigenstates |k⟩ with energies E_k, first-order perturbation theory changes the ground state by

|δ0⟩ = −Σ_{k≠0} |k⟩ ⟨k|V_w|0⟩/(E_k − E_0).

The density n_a of spin orbital a changes by 2⟨0|n_a|δ0⟩. Calling this (χw)_a, multiplying by w_a and summing over a gives

wᵀχw = −2 Σ_{k≠0} |⟨k|V_w|0⟩|²/(E_k − E_0).

Every term of the sum is positive or zero. If χw = 0, then all ⟨k|V_w|0⟩ vanish and V_w|0⟩ is a multiple of |0⟩. Conversely, if V_w|0⟩ is a multiple of |0⟩, then |δ0⟩ = 0 and no density changes. The argument on the chain shows that this leaves two independent directions, a uniform w for up and a uniform w for down.

The matrix χ can be found numerically by changing each potential in turn, diagonalizing again and taking central differences of the densities. Two of its singular values lie below 10⁻⁸ per eV, and the next value is 0.068 per eV. Two zeros are expected because N_up and N_dn stay fixed and χ is symmetric; the computation shows that there are no others.

**Where the count changes**

*The ground state has no definite S_z.* Add a transverse field on the first site, with the term 0.3 eV × S_x. The ground state is no longer an eigenstate of S_z, so S_z|0⟩ is not a multiple of |0⟩, and a uniform change of Δ alters the densities. The response matrix now has one zero singular value, the common constant. What decides is the state, not the commutator of H with S_z. If v_up = v_dn and the ground state is a singlet, a uniform transverse field too weak to close the spin gap leaves the singlet as ground state. Then S_z|0⟩ = 0 still holds, and two zeros remain.

*The temperature is not zero.* In a canonical ensemble with fixed N, the partition function is Z = Tr exp[−(H + ΔS_z)/k_BT]. Because H and S_z commute, differentiation gives

⟨S_z⟩ = −k_BT ∂ln Z/∂Δ,
∂⟨S_z⟩/∂Δ = −(⟨S_z²⟩ − ⟨S_z⟩²)/k_BT.

All sectors have some weight at T > 0, so the variance is positive and the field is visible. For the chain with k_BT = 0.2 eV the variance is 0.138, and the slope is −0.138/0.2 = −0.69 per eV. The response matrix again has one zero. As T → 0 inside the window, the weight of the other sectors vanishes exponentially, and the second free constant returns as a limit.

*One spin is absent.* With Δ = −4 eV added to the original potentials, all three electrons of the chain are up. No down electron is there to sense v_dn, so small changes of v_dn at each of the four sites leave the densities alone. With the constant in v_up this makes five free directions, and the response matrix has five zeros. Condition (b) excludes this case.

*The ground state is a spin doublet.* Give both spins the average of the two potentials of the example. Reversing all spins is then a symmetry, so E_{−1/2} = E_{+1/2}, and condition (a) fails. For the state with S_z = +1/2 the upper edge is zero, and the window is −1.03 eV < Δ < 0. An arbitrarily small field of the wrong sign selects the other member of the doublet.

**Consequence for Kohn–Sham potentials**

Kohn–Sham electrons do not interact with one another, and the statement applies to them with W = 0. Let H and L, as subscripts, denote the highest occupied and lowest empty level of each spin. Turning k up electrons into down electrons removes the k highest occupied up levels and fills the k lowest empty down levels. Each electron moved costs at least ε_L,dn − ε_H,up, so the single flip sets the upper edge. The same argument with the spins exchanged sets the lower one:

−(ε_L,up − ε_H,dn) < Δ < ε_L,dn − ε_H,up.

The width is the upper edge minus the lower:

(ε_L,dn − ε_H,up) + (ε_L,up − ε_H,dn) = (ε_L,up − ε_H,up) + (ε_L,dn − ε_H,dn).

It is the sum of the two same-spin gaps and does not depend on how the up levels are aligned with the down levels.

For the chain with U = 0 and the original site potentials, the levels next to the gaps are −0.67 and 0.65 eV for up, and −1.39 and −0.31 eV for down. The window runs from −(0.65 + 1.39) = −2.04 eV to −0.31 + 0.67 = 0.36 eV. Its width is 2.40 eV, the sum of the gaps 1.32 eV and 1.08 eV. These are levels of non-interacting electrons in the same potentials, not the Kohn–Sham levels that would reproduce the interacting densities.

When the non-interacting ground state satisfies conditions (a) to (c), a pair of potentials obtained by inverting given spin densities therefore has an undetermined constant for each spin: their average is unrestricted and their difference Δ is free inside the window. Energy differences between levels of the same spin are meaningful outputs of the inversion. The difference between an up level and a down level is not, until a further condition fixes Δ, for example that each potential vanish far from a finite system. This condition need not place Δ inside the window. For the lithium atom with exchange only, it puts the lowest empty down level near −8 eV, below the highest occupied up level near −5.3 eV, so the Kohn–Sham state is then the lowest one only at fixed N_up and N_dn. The window limits Δ only when the state is required to be the ground state over all S_z sectors. An inversion that holds N_up and N_dn fixed reproduces the densities for any Δ.
